\section*{QCISD from cancelling unlinked terms, and how it differs from CCSD, part 2}

Which connected terms of CCSD does QCISD omit, and how much do they matter? QCISD adds $T_1T_2$ to the CISD singles and $\tfrac12T_2^2$ to the doubles, with weights $\alpha=\beta=1$, to cancel the unlinked $Et_\mu$ ($\mu\in S,D$):
\begin{align}
\langle S|H(T_1+T_2+T_1T_2)|0\rangle&=E\,t_S,\nonumber\\
\langle D|H(1+T_1+T_2+\tfrac12T_2^2)|0\rangle&=E\,t_D,\label{eq:qci}
\end{align}
with $E=\langle0|HT_2|0\rangle$, or
\begin{equation}
\langle S|C_{10}+C_{01}+C_{11}\rangle=0,\qquad\langle D|C_{00}+C_{10}+C_{01}+C_{02}\rangle=0 .
\label{eq:qcic}
\end{equation}
Here $|C_{mn}\rangle$, the coefficient of $x^my^n$ in $e^{-xT_1-yT_2}He^{xT_1+yT_2}|0\rangle$, is the connected part. Whole products split as
\begin{align}
\langle S|HT_1T_2|0\rangle&=\langle S|C_{11}\rangle+E\,t_S,\label{eq:s11}\\
\langle D|H\tfrac12T_2^2|0\rangle&=\langle D|C_{02}\rangle+E\,t_D,\label{eq:d02}\\
\langle D|HT_1T_2|0\rangle&=\langle D|C_{11}\rangle+P(ij)P(ab)\,t_i^a\,\langle S_j^b|C_{01}\rangle .\label{eq:d11}
\end{align}
CEPA(0) deletes $Et_\mu$ without adding the connected remainder. For two electrons QCISD is full CI.

Energies are in Rydberg, $e^2=2$ absorbed into the integrals; $H$ is measured from the reference energy. Spin orbitals are real: $i,j,k,l$ occupied, $a,b,c,d$ virtual. Index symbols also denote annihilators; indices not labelling the left-hand side are summed. $T_1=t_i^a\,a^\dagger i$, $T_2=\tfrac14t_{ij}^{ab}\,a^\dagger b^\dagger ji$, and $P(ij)X_{ij}=X_{ij}-X_{ji}$. $S$, $D$, $T$ label singles, doubles ($i<j$, $a<b$) and triples. The reference $|0\rangle$ is Hartree--Fock, $f_{ia}=0$; otherwise the energy gains $E_1=f_{ia}t_i^a$ and QCISD loses additivity over noninteracting fragments A and B.

With $u_c=[c,T_2]$, $w_k=[k^\dagger,T_2]$, $A_{cd}=[d,u_c]_+$, $B_{kc}=[k^\dagger,u_c]_+$, the doubles terms without $T_1$, at most linear in $T_2$, are
\begin{align}
\tfrac14\langle ab\|ij\rangle a^\dagger b^\dagger ji&\to\langle ab\|ij\rangle,\nonumber\\
f_{ac}a^\dagger u_c=\tfrac12f_{ac}t_{ij}^{cb}a^\dagger b^\dagger ji&\to P(ab)f_{ac}t_{ij}^{cb}=P(ab)f_{bc}t_{ij}^{ac},\nonumber\\
-f_{kj}\,jw_k=-\tfrac12f_{kj}t_{ik}^{ab}a^\dagger b^\dagger ji&\to-P(ij)f_{kj}t_{ik}^{ab},\nonumber\\
\tfrac14\langle kl\|ij\rangle ji\,[k^\dagger,w_l]_+=\tfrac18\langle kl\|ij\rangle t_{kl}^{ab}a^\dagger b^\dagger ji&\to\tfrac12\langle kl\|ij\rangle t_{kl}^{ab},\nonumber\\
\tfrac14\langle ab\|cd\rangle a^\dagger b^\dagger A_{cd}&\to\tfrac12\langle ab\|cd\rangle t_{ij}^{cd},\nonumber\\
\langle kb\|cj\rangle b^\dagger jB_{kc}=\langle kb\|cj\rangle t_{ki}^{ca}a^\dagger b^\dagger ji&\to P(ij)P(ab)\langle kb\|cj\rangle t_{ik}^{ac}.
\label{eq:doub0}
\end{align}
$T_1$ enters by dressing:
\begin{equation}
\langle a|\to\langle a|-t_k^a\langle k|,\qquad|i\rangle\to|i\rangle+t_i^c|c\rangle ,
\label{eq:dress}
\end{equation}
and, with $F_{pq}=f_{pq}+\langle pk\|qc\rangle t_k^c$,
\begin{align}
\tilde f_{ld}&=F_{ld},\quad\tilde f_{bc}=F_{bc}-t_l^bF_{lc},\quad\tilde f_{kj}=F_{kj}+F_{kd}t_j^d,\nonumber\\
\tilde f_{ai}&=F_{ai}-t_l^aF_{li}+F_{ad}t_i^d-t_l^aF_{ld}t_i^d .
\end{align}

\subsection{Amplitudes read as cluster amplitudes}

CCSD sets $E=\sum\langle0|C_{mn}\rangle$ and $\sum\langle\mu|C_{mn}\rangle=0$ over all $m,n$. The dressed formulas are finite, and what remains after removing the QCISD terms is one term in the energy, two in the singles (from $\tilde f_{ai}$), and five in the doubles:
\begin{align}
\langle0|C_{20}\rangle&=\tfrac12\langle kl\|cd\rangle t_k^ct_l^d,\\
\langle S|C_{20}\rangle&=-\langle kl\|ci\rangle t_k^ct_l^a+\langle ka\|cd\rangle t_k^ct_i^d,\\
\langle S|C_{30}\rangle&=-\langle kl\|cd\rangle t_k^ct_i^dt_l^a,\\
\langle D|C_{20}\rangle&=\langle ab\|cd\rangle t_i^ct_j^d+\langle kl\|ij\rangle t_k^at_l^b-P(ij)P(ab)\langle kb\|cj\rangle t_k^at_i^c,\\
\langle D|C_{30}\rangle&=-P(ab)\langle kb\|cd\rangle t_k^at_i^ct_j^d+P(ij)\langle kl\|cj\rangle t_k^at_l^bt_i^c,\\
\langle D|C_{40}\rangle&=\langle kl\|cd\rangle t_k^at_l^bt_i^ct_j^d .
\end{align}
The last three dress two, three and four indices of $\langle ab\|ij\rangle$, each bra contributing a minus sign. Dressing the five $T_2$ terms of Eq.~\eqref{eq:doub0} once and twice gives
\begin{align}
\langle D|C_{11}\rangle={}&P(ab)\langle bk\|cd\rangle t_k^dt_{ij}^{ac}-P(ij)\langle kl\|jc\rangle t_l^ct_{ik}^{ab}+\tfrac12P(ij)\langle kl\|cj\rangle t_i^ct_{kl}^{ab}\nonumber\\
&-\tfrac12P(ab)\langle kb\|cd\rangle t_k^at_{ij}^{cd}+P(ij)P(ab)\big[\langle kb\|cd\rangle t_j^d-\langle kl\|cj\rangle t_l^b\big]t_{ik}^{ac},\\
\langle D|C_{21}\rangle={}&-P(ab)\langle lk\|cd\rangle t_l^bt_k^dt_{ij}^{ac}-P(ij)\langle kl\|dc\rangle t_j^dt_l^ct_{ik}^{ab}\nonumber\\
&+\langle kl\|cd\rangle\big[\tfrac12t_i^ct_j^dt_{kl}^{ab}+\tfrac12t_k^at_l^bt_{ij}^{cd}-P(ij)P(ab)t_l^bt_j^dt_{ik}^{ac}\big].
\end{align}
In operator terms the omitted connected pieces are $\tfrac12T_1^2$ in the energy; $\tfrac12T_1^2$ and $\tfrac16T_1^3$ in the singles; $\tfrac12T_1^2$, $T_1T_2$, $\tfrac16T_1^3$, $\tfrac12T_1^2T_2$ and $\tfrac1{24}T_1^4$ in the doubles.

\subsection{Amplitudes read as CI coefficients}

None of these eight terms vanishes for two electrons in general, yet both methods are exact there, with $t_D^{\rm QCISD}$ equal to the CI coefficient. A second comparison makes this visible. Write $e^{-T}He^T|0\rangle=E|0\rangle+|r_S\rangle+|r_D\rangle+\ldots$ and multiply by $e^T$. Then $\langle S|(H-E)e^T|0\rangle=r_S$ and $\langle D|(H-E)e^T|0\rangle=r_D+\langle D|T_1|r_S\rangle$, so the CCSD conditions $r_S=r_D=0$ are equivalent to the unlinked projections. Sort $e^T$ by level, with $\mathcal C_1=T_1$, $\mathcal C_2=T_2+\tfrac12T_1^2$, and insert $T_2=\mathcal C_2-\tfrac12\mathcal C_1^2$:
\begin{align}
\mathcal C_3&=T_1T_2+\tfrac16T_1^3=\mathcal C_1\mathcal C_2+(\tfrac16-\tfrac12)\mathcal C_1^3=\mathcal C_1\mathcal C_2-\tfrac13\mathcal C_1^3,\\
\mathcal C_4&=\tfrac12T_2^2+\tfrac12T_1^2T_2+\tfrac1{24}T_1^4\nonumber\\
&=\tfrac12\mathcal C_2^2+(\tfrac12-\tfrac12)\mathcal C_1^2\mathcal C_2+(\tfrac18-\tfrac14+\tfrac1{24})\mathcal C_1^4=\tfrac12\mathcal C_2^2-\tfrac1{12}\mathcal C_1^4 .
\end{align}
CCSD becomes $E=\langle0|H\mathcal C_2|0\rangle$, $\langle S|H(\mathcal C_1+\mathcal C_2+\mathcal C_3)|0\rangle=Ec_S$ and $\langle D|H(1+\mathcal C_1+\mathcal C_2+\mathcal C_3+\mathcal C_4)|0\rangle=Ec_D$. Against Eq.~\eqref{eq:qci}, the energy formula is complete, the singles lack $-\tfrac13\mathcal C_1^3$, and the doubles lack $\mathcal C_1\mathcal C_2-\tfrac13\mathcal C_1^3-\tfrac1{12}\mathcal C_1^4$, all as whole products. Each excites at least three electrons. Neither reading holds everywhere: for one pair the QCISD doubles are CI coefficients, while between separated fragments they vanish like cluster amplitudes, although the exact coefficient is the product of the fragment singles.

\subsection{Perturbation order}

Take canonical orbitals and $H=F+zV$, with $F$ diagonal and $\Delta_\mu>0$ the orbital energy differences. Then $t_D^{(1)}=-\langle D|V|0\rangle/\Delta_D$, and since $\langle S|V|0\rangle=0$ the singles start with $t_S^{(2)}=-\langle S|VT_2^{(1)}|0\rangle/\Delta_S$. The blocks of $F$ hold one operator that can contract with $T$, so nonlinear $C_{mn}$ contain $V$ and start at order $\rho=1+2m+n$. An energy term enters at order $\rho$. An extra doubles residual $\delta r_D$ gives $\delta t_D=-\delta r_D/\Delta_D$ and $\delta E=\sum_Dt_D^{(1)}\delta r_D$, of order $\rho+1$. An extra singles residual passes through $z\langle D|VT_1|0\rangle$ first and enters at $\rho+2$; the path through $\langle 0|C_{20}\rangle$ is one order higher. For the eight terms in the operator list this gives orders 5; 7, 9; 6, 5, 8, 7, 10. Counting gives the lowest possible order; that the coefficient there is nonzero is checked for LiH.

QCISD and CCSD thus agree through fourth order. Relative to the untruncated cluster expansion, which is exact, both lack $T_3$ and $T_4$. A connected $V$ raises the level of $T_2$ by at most one, so $t_T^{(2)}=-\langle T|VT_2^{(1)}|0\rangle/\Delta_T$, while $T_4$ starts at third order and reaches the energy at fifth. $T_3^{(2)}$ enters the doubles at order three, so
\begin{equation}
E^{(4)}_{\rm exact}=E^{(4)}_{\rm QCISD}-\sum_T|\langle T|VT_2^{(1)}|0\rangle|^2/\Delta_T .
\label{eq:e4}
\end{equation}
In the CI reading the lowest missing residual is $\langle D|V\mathcal C_1\mathcal C_2|0\rangle$, of order four, hence
\begin{equation}
E^{(5)}_{\rm CCSD}-E^{(5)}_{\rm QCISD}=\sum_Dt_D^{(1)}\langle D|VT_1^{(2)}T_2^{(1)}|0\rangle .
\label{eq:e5}
\end{equation}
Its disconnected part follows from Eq.~\eqref{eq:d11} with $\langle S_j^b|C_{01}\rangle=-\Delta_j^bt_j^b$ and $\sum_D=\tfrac14\sum_{ijab}$, where the four terms of $P(ij)P(ab)$ are equal:
\begin{equation}
\frac{\langle ij\|ab\rangle}{\Delta_{ij}^{ab}}\,\Delta_j^b\,t_i^at_j^b=\frac{\langle ij\|ab\rangle}{\Delta_{ij}^{ab}}\,\frac{\Delta_i^a+\Delta_j^b}{2}\,t_i^at_j^b=\tfrac12\langle ij\|ab\rangle t_i^at_j^b .
\end{equation}
The first step uses the symmetry $(ia)\leftrightarrow(jb)$. The result is $\langle0|C_{20}\rangle$, so both readings give the same fifth-order difference. For two electrons Eq.~\eqref{eq:e5} is zero and the two fifth-order cluster terms cancel exactly.

\section{Worked example: LiH}

The numbers are for all-electron LiH with an RHF reference in the STO-3G basis, at $R=3$ and $5$ bohr: 225 determinants with $M_S=0$, 16 singles and 76 doubles. The digits serve as implementation checks within this basis, not as predictions for the molecule: at $R=5$ the QCISD correlation energy, $-0.124$ Ry here, is $-0.066$ Ry in 6-31G, $-0.074$ Ry in cc-pVDZ and $-0.140$ Ry with cc-pCVDZ on Li and cc-pVDZ on H, and QCISD$-$CCSD, $-1.4\times10^{-5}$ Ry here, is $-9.3\times10^{-6}$, $-4.3\times10^{-6}$ and $-2.1\times10^{-5}$ Ry. The numerical check, with its output, asserts every $C_{mn}$ formula and every splitting above against determinant-space matrices at random amplitudes, the equality of Eqs.~\eqref{eq:qci} and \eqref{eq:qcic} and of the two forms of CCSD, the eight orders, and Eqs.~\eqref{eq:e4} and \eqref{eq:e5}. The correlation energies in Ry are
\begin{center}
\begin{tabular}{lcc}
 & $R=3$ & $R=5$\\
CISD & $-0.04048963$ & $-0.12386399$\\
CEPA(0) & $-0.04160227$ & $-0.22202622$\\
QCISD & $-0.04049572$ & $-0.12389301$\\
CCSD & $-0.04049523$ & $-0.12387858$\\
FCI & $-0.04051604$ & $-0.12398108$
\end{tabular}
\end{center}
with $E_{\rm HF}=-15.72449262$ and $-15.50545059$ Ry. The QCISD values are $-0.55097$ and $-1.68565$ eV. At $R=5$, QCISD lies $8.8\times10^{-5}$ Ry and CCSD $1.0\times10^{-4}$ Ry above FCI; this ordering is a result for this system only.

At $R=5$ the largest single is $0.13927$, so $Et_S=-0.12389\times0.13927=-1.725\times10^{-2}$ Ry. The connected part is $+1.722\times10^{-2}$ Ry and the whole product is $-3.2\times10^{-5}$ Ry. For the largest double, $Et_D=(-0.12389)(-0.21622)=2.679\times10^{-2}$ Ry, the connected part is $-2.673\times10^{-2}$ Ry, and the whole is $5.7\times10^{-5}$ Ry, or $0.2\%$ of $Et_D$. The whole products need a third excited electron, which must come from the Li core, and the frozen-core correlation energy $-0.12336138$ Ry shows that in this basis the core adds only $0.12398-0.12336=6.2\times10^{-4}$ Ry. This smallness belongs to the basis, which hardly correlates the $1s$ pair: with cc-pCVDZ on Li and cc-pVDZ on H the core adds $6.7\times10^{-2}$ Ry to the CCSD energy, and the whole products for the largest single and double are $47\%$ and $45\%$ of $Et$. CEPA(0) omits the large connected remainder and falls $9.8\times10^{-2}$ Ry below FCI. In the frozen-core two-electron space QCISD equals FCI in energy and amplitudes, CEPA(0) is off by $-9.4\times10^{-2}$ Ry, and adding $\tfrac12T_1^2$ to the singles or to the doubles produces errors of $6.1\times10^{-4}$ and $-1.4\times10^{-3}$ Ry relative to FCI.

The shifts $E(\text{CCSD without the term})-E(\text{CCSD})$ in Ry, with the leading order and its coefficient at $R=5$, are
\begin{center}
\begin{tabular}{lcrrr}
term & order & coefficient & $R=3$ & $R=5$\\
$0$: $T_1^2/2$ & 5 & $-9.2\times10^{-5}$ & $-2.2\times10^{-5}$ & $-8.3\times10^{-4}$\\
$S$: $T_1^2/2$ & 7 & $-1.1\times10^{-5}$ & $-9.9\times10^{-6}$ & $-8.3\times10^{-4}$\\
$S$: $T_1^3/6$ & 9 & $1.7\times10^{-7}$ & $6.5\times10^{-8}$ & $2.4\times10^{-5}$\\
$D$: $T_1^2/2$ & 6 & $-1.3\times10^{-5}$ & $1.4\times10^{-5}$ & $1.5\times10^{-4}$\\
$D$: $T_1T_2$ & 5 & $9.1\times10^{-5}$ & $1.8\times10^{-5}$ & $1.4\times10^{-3}$\\
$D$: $T_1^3/6$ & 8 & $-5.4\times10^{-7}$ & $-2.1\times10^{-7}$ & $-7.1\times10^{-5}$\\
$D$: $T_1^2T_2/2$ & 7 & $-1.7\times10^{-6}$ & $-9.5\times10^{-7}$ & $-1.4\times10^{-4}$\\
$D$: $T_1^4/24$ & 10 & $7.5\times10^{-9}$ & $8.1\times10^{-10}$ & $1.7\times10^{-6}$
\end{tabular}
\end{center}
At $R=5$ the order is a poor guide to size. The seventh-order singles term shifts the energy as much as the fifth-order energy term, and for $D$: $T_1^2/2$ the full shift has the opposite sign to the leading coefficient. The first terms of the series fall slowly there: the QCISD terms $-0.06356$, $-0.03173$, $-0.01616$, $-0.00746$ Ry roughly halve at each order and sum to $-0.1189$ Ry. The eight shifts also do not add up to the difference of the methods. Their sum is $-3.3\times10^{-4}$ Ry against QCISD$-$CCSD $=-1.443\times10^{-5}$ Ry ($-1.96\times10^{-4}$ eV) at $R=5$, and $-9.1\times10^{-7}$ against $-4.8\times10^{-7}$ Ry at $R=3$. Each omission changes the amplitudes on which the remaining terms are evaluated, so the shifts need not add.

In the CI reading the four shifts at $R=5$ are $-1.8\times10^{-8}$ (singles), and $-1.503\times10^{-5}$, $6.1\times10^{-7}$, $-3.7\times10^{-10}$ Ry (doubles, in the order listed above). They sum to $-1.44\times10^{-5}$ Ry, the full difference to three figures, with $\mathcal C_1\mathcal C_2$ dominant. The largest QCISD double, $-0.21622$, is close to the CCSD $c_D=-0.21623$ and not to $t_D=-0.21684$. In this basis, where LiH is nearly a two-electron system, dropping one of the larger cluster terms from CCSD breaks a near cancellation: the largest single shift, $1.4\times10^{-3}$ Ry, is about a hundred times the difference of the two methods. The example gives no measure of that difference in systems with several strongly coupled pairs and large singles.

The series identities read $-0.016157613-0.00002547=-0.01618308$ Ry for Eq.~\eqref{eq:e4}, against the exact $-0.016183083$ Ry, and $-9.078\times10^{-5}+9.186\times10^{-5}=1.08\times10^{-6}$ Ry for Eq.~\eqref{eq:e5}, against $-0.007461655+0.007462736=1.081\times10^{-6}$ Ry.

Additivity is tested on a model pair with all coupling integrals set to zero: A has four electrons in the four $\sigma$ orbitals at $R=3$, where QCISD is inexact by $4.0\times10^{-6}$ Ry relative to FCI in that space, and B has two electrons in $2\sigma,3\sigma$ at $R=5$. QCISD gives $-0.03817780-0.00881348=-0.04699128$ Ry for the sum and the same value for AB, with a defect at rounding level, as does CEPA(0). The defect $E_{AB}-E_A-E_B$ is $1.0\times10^{-3}$ Ry for CISD, $2.4\times10^{-4}$ Ry for $\alpha=\tfrac12$, $3.3\times10^{-4}$ Ry for $\beta=\tfrac12$, and $6.6\times10^{-4}$ Ry when an occupied and a virtual orbital of each fragment are mixed by $0.1$ rad, so that $f_{ia}\neq0$, with $E_1$ kept in $E$ and $\langle S|H|0\rangle=f_{ai}$ restored in the singles. This last value depends on the signs of the two rotations, ranging from $7.7\times10^{-5}$ to $6.6\times10^{-4}$ Ry; without $f_{ai}$ in the singles it lies between $-1.8\times10^{-5}$ and $-6.8\times10^{-5}$ Ry, while the CCSD defect stays at rounding level in all these cases. The largest QCISD amplitude spanning both fragments is zero to rounding, while the largest FCI coefficient of that kind, in intermediate normalization, is $2.8\times10^{-3}$.

\section*{Table of computed values}
\begin{verbatim}
1 Ry = 13.605693 eV; LiH RHF/STO-3G, all energies in Ry unless marked
R = 3.0 bohr: E_HF = -15.72449262 Ry, determinants 225, singles 16, doubles 76
  Ecorr/Ry CISD -0.04048963  CEPA(0) -0.04160227  QCISD -0.04049572
  Ecorr/Ry CCSD -0.04049523  FCI -0.04051604
  QCISD Ecorr = -0.55097 eV; QCISD-CCSD = -4.827e-07 Ry = -6.568e-06 eV
  minus FCI/Ry: CISD 2.641e-05 CEPA(0) -1.086e-03 QCISD 2.032e-05 CCSD 2.081e-05
  largest t1 0.03871: whole -7.253e-06 = Et -1.567e-03 + conn 1.560e-03 Ry
  largest t2 -0.11449: whole 2.893e-05 = Et 4.636e-03 + conn -4.607e-03 Ry
  largest doubles amplitude: QCISD -0.11449  CCSD t2 -0.11450  CCSD c2 -0.11449
R = 5.0 bohr: E_HF = -15.50545059 Ry, determinants 225, singles 16, doubles 76
  Ecorr/Ry CISD -0.12386399  CEPA(0) -0.22202622  QCISD -0.12389301
  Ecorr/Ry CCSD -0.12387858  FCI -0.12398108
  QCISD Ecorr = -1.68565 eV; QCISD-CCSD = -1.443e-05 Ry = -1.964e-04 eV
  minus FCI/Ry: CISD 1.171e-04 CEPA(0) -9.805e-02 QCISD 8.806e-05 CCSD 1.025e-04
  largest t1 0.13927: whole -3.222e-05 = Et -1.725e-02 + conn 1.722e-02 Ry
  largest t2 -0.21622: whole 5.696e-05 = Et 2.679e-02 + conn -2.673e-02 Ry
  largest doubles amplitude: QCISD -0.21622  CCSD t2 -0.21684  CCSD c2 -0.21623
Series at R = 5 bohr (Ry): order, QCISD, CCSD, exact
  2  -0.063559510  -0.063559510  -0.063559510
  3  -0.031725988  -0.031725988  -0.031725988
  4  -0.016157613  -0.016157613  -0.016183083
  5  -0.007462736  -0.007461655  -0.007483618
  E4 triples -2.547e-05 Ry; E5(CCSD)-E5(QCISD) 1.081e-06 Ry
  its connected part -9.078e-05 Ry, disconnected part 9.186e-05 Ry
E(CCSD without term)-E(CCSD)/Ry: order, coefficient(R=5), shift R=3, shift R=5
  energy  T1^2/2     5  -9.186e-05  -2.248e-05  -8.305e-04
  singles T1^2/2     7  -1.083e-05  -9.863e-06  -8.345e-04
  singles T1^3/6     9  1.708e-07  6.486e-08  2.367e-05
  doubles T1^2/2     6  -1.299e-05  1.447e-05  1.458e-04
  doubles T1T2       5  9.078e-05  1.806e-05  1.373e-03
  doubles T1^3/6     8  -5.448e-07  -2.102e-07  -7.062e-05
  doubles T1^2T2/2   7  -1.661e-06  -9.450e-07  -1.400e-04
  doubles T1^4/24   10  7.507e-09  8.134e-10  1.712e-06
  sum of the eight shifts: R=3 -9.114e-07 Ry, R=5 -3.310e-04 Ry
CI reading, E(without term)-E(CCSD)/Ry: shift R=3, shift R=5
  singles -C1^3/3   -6.273e-10  -1.764e-08
  doubles C1C2      -4.900e-07  -1.503e-05
  doubles -C1^3/3   7.869e-09  6.123e-07
  doubles -C1^4/12  -4.578e-12  -3.664e-10
Two electrons, R = 5 bohr: FCI -0.12336138 Ry, QCISD -0.12336138 Ry
  error/Ry: CEPA(0) -9.413e-02, +T1^2/2 singles 6.053e-04, +T1^2/2 doubles -1.386e-03
Pair: QCISD Ecorr/Ry A -0.03817780  B -0.00881348  AB -0.04699128
  QCISD-FCI for A 3.995e-06 Ry; determinants of AB 400
  E(AB)-E(A)-E(B)/Ry: QCISD -2.1e-14  CEPA(0) 7.0e-14  CISD 1.027e-03
  same, halved T1T2 2.418e-04 Ry, halved T2^2/2 3.262e-04 Ry
  same, orbitals rotated by 0.1 rad off HF 6.633e-04 Ry
  largest cross amplitude: QCISD 1.3e-17, FCI 2.834e-03
\end{verbatim}
